\section*{An Infrared Camera Can Look Straight Through a Silicon Chip}

\section{The belief and the result}

An infrared camera is pointed at a bare silicon chip, the emissivity is set, and the camera reports a temperature. It is natural to take this as the temperature of the chip's surface. For a lightly doped die viewed in the band from 3 to 5~$\mu$m, that belief is wrong. The die is nearly transparent there, and the radiation that reaches the camera comes mostly from what lies behind the silicon and from reflected surroundings. In the example worked out below, a die at 100~$^\circ$C above a package floor at 60~$^\circ$C gives a reading of 53~$^\circ$C. After a careful emissivity calibration the reading becomes 60~$^\circ$C, which is the temperature of the floor.

The belief has good grounds. Silicon is opaque to the eye, and a polished die looks like a metal mirror. For an opaque body, thermal radiation does come from a thin layer at the surface, and one number, the emissivity, then connects signal and temperature. The weak point is the word ``opaque''. Visible photons have enough energy to lift electrons across the silicon gap. The most energetic photon in our band, at 3~$\mu$m, carries 0.413~eV, while the gap is about 1.10~eV at 100~$^\circ$C. Absorption across the gap is therefore closed, and a body that does not absorb does not emit.

\section{How strongly silicon absorbs}

Free carriers can still absorb. Let $N$ electrons per volume, with effective mass $m$, be driven by a field $E e^{-i\omega t}$ and lose momentum at the rate $\gamma$:
\begin{equation}
m\frac{dv}{dt}=-eE-m\gamma v
\quad\Rightarrow\quad
v=-\frac{eE}{m(\gamma-i\omega)} .
\end{equation}
The current density is $-Nev=\sigma E$, so
\begin{equation}
\mathrm{Re}\,\sigma=\frac{Ne^2}{m}\,\frac{\gamma}{\gamma^2+\omega^2}
\approx\frac{Ne^2\gamma}{m\omega^2}\qquad(\gamma\ll\omega).
\end{equation}
The power absorbed per volume is $\tfrac12\mathrm{Re}\,\sigma\,|E|^2$, and the intensity of a wave in a medium of index $n$ is $\tfrac12 n\varepsilon_0c|E|^2$. Their ratio is the absorption coefficient $\alpha$. With $\gamma=e/(m\mu)$, where $\mu$ is the mobility, and $\omega=2\pi c/\lambda$,
\begin{equation}
\alpha=\frac{\mathrm{Re}\,\sigma}{n\varepsilon_0c}
=\frac{Ne^3\lambda^2}{4\pi^2\varepsilon_0c^3\,n\,m^2\mu}.
\label{alpha}
\end{equation}

Take $n=3.43$, $m=0.26\,m_e$ and $\lambda=4~\mu$m. For $N=10^{15}$~cm$^{-3}$ and $\mu=800$~cm$^2$/Vs, equation~(\ref{alpha}) gives $\alpha=0.00454$~cm$^{-1}$. A die of thickness $d=500~\mu$m $=0.05$~cm then has the optical depth $\alpha d=2.27\times10^{-4}$. For $10^{19}$~cm$^{-3}$ and 100~cm$^2$/Vs, $\alpha=363$~cm$^{-1}$ and $\alpha d=18.2$. The same material is a window in one case and a wall in the other.

\section{Where the signal comes from}

Consider a flat die with polished, oxide-free faces, viewed along the normal. The silicon has one temperature $T_{\rm si}$; the object behind it is opaque and has temperature $T_b$; everything seen by reflection, the camera included, acts as a black body at $T_{\rm env}$. The camera counts photons with a flat response, so a black body at temperature $T$ gives the signal
\begin{equation}
Q(T)=\int_{3\,\mu{\rm m}}^{5\,\mu{\rm m}}\frac{2c}{\lambda^4}\,
\frac{d\lambda}{e^{hc/\lambda k_BT}-1}.
\end{equation}

Each silicon face reflects the fraction
\begin{equation}
R=\left(\frac{n-1}{n+1}\right)^2=0.3009 .
\end{equation}
Refraction also squeezes a narrow cone of rays to $1/n^2$ of its solid angle on entering silicon, which raises the radiance by $n^2$. We divide radiances inside the silicon by $n^2$. Crossing a face then multiplies the radiance by $1-R$ in either direction, and black-body radiance is $Q$ inside as well as outside.

Along a path $z$ in the silicon the radiance $I$ loses $\alpha I\,dz$ by absorption. Kirchhoff's law requires an emission $\alpha Q(T_{\rm si})\,dz$, since $I=Q(T_{\rm si})$ must be a steady state. Thus $dI/dz=-\alpha(I-Q(T_{\rm si}))$, and one passage gives
\begin{equation}
I(d)=\tau I(0)+(1-\tau)Q(T_{\rm si}),\qquad \tau=e^{-\alpha d}.
\end{equation}

Write $Q_s,Q_b,Q_e$ for the values of $Q$ at $T_{\rm si},T_b,T_{\rm env}$. Let $\rho$ be the reflectance of everything behind the die, seen from within the silicon. Let $U$ and $D$ be the upward and downward radiances just below the viewed face, and $U',D'$ those at the far face. Then
\begin{align}
D&=RU+(1-R)Q_e, & D'&=\tau D+(1-\tau)Q_s,\\
U'&=\rho D'+(1-\rho)Q_b, & U&=\tau U'+(1-\tau)Q_s .
\end{align}
Inserting $D'$ into $U'$, and $U'$ into $U$, gives
\begin{align}
U&=\rho\tau^2D+\rho\tau(1-\tau)Q_s+\tau(1-\rho)Q_b+(1-\tau)Q_s\nonumber\\
&=\rho\tau^2D+(1-\tau)(1+\rho\tau)Q_s+\tau(1-\rho)Q_b .
\end{align}
Now replace $D$ and collect the terms in $U$:
\begin{equation}
U(1-R\rho\tau^2)=\rho\tau^2(1-R)Q_e+(1-\tau)(1+\rho\tau)Q_s+\tau(1-\rho)Q_b .
\end{equation}
The camera receives $S=(1-R)U+RQ_e$, that is,
\begin{equation}
S=w_{\rm si}Q_s+w_bQ_b+w_{\rm env}Q_e,
\label{signal}
\end{equation}
\begin{align}
w_{\rm si}&=\frac{(1-R)(1-\tau)(1+\rho\tau)}{1-R\rho\tau^2},\qquad
w_b=\frac{(1-R)\tau(1-\rho)}{1-R\rho\tau^2},\label{w}\\
w_{\rm env}&=R+\frac{(1-R)^2\rho\tau^2}{1-R\rho\tau^2}.
\end{align}

The weights must add to one, because a system at a single temperature has to look like a black body. To verify this, expand
\[
(1-\tau)(1+\rho\tau)+\tau(1-\rho)=1-\rho\tau^2 .
\]
Over the common denominator, $w_{\rm si}+w_b$ has the numerator $(1-R)(1-\rho\tau^2)$, and $w_{\rm env}$ has $R+(1-2R)\rho\tau^2$. Their sum is $1-R\rho\tau^2$, the denominator itself.

Adding intensities instead of wave amplitudes is justified by the width of the band. Fringes occur at $2nd=j\lambda$ with integer $j$, so neighbours are $\lambda^2/(2nd)=4.66$~nm apart at 4~$\mu$m, and the 2000~nm band averages over hundreds of them. The air gap treated in the next section is assumed to be many wavelengths wide. Adding intensities is then still an approximation, because waves can interfere in the die and the gap together. For a smooth floor with the weak reflectance used below, and for most gap widths, this changes the weights by less than 0.01 and the uncalibrated gap reading of the worked example by less than 0.3~K. Larger changes can occur when the gap width is close to a simple multiple or fraction of the optical thickness $nd$ of the die, here about 1.7~mm. For a width near $nd$ itself they reach about 0.04 and 1.6~K. Narrow gaps also exceed the first figures, with up to about 0.4~K near 0.06~mm and 0.9~K near 0.02~mm. As a test, wave optics for a free-standing slab with $\alpha d=0.5$, averaged over a fringe, gave absorbed, transmitted and reflected fractions that agree with the three weights to within 0.002.

\section{Two things that can lie behind the die}

Buried metal on the underside touches the silicon and shares its temperature. It enters with $\rho=\rho_m$ and $T_b=T_{\rm si}$. We take $\rho_m=0.95$.

A package floor across an air gap has its own temperature and a reflectance $\rho_p$, here 0.10. Light leaving the silicon downward is reflected at the lower face, or crosses it, bounces in the gap, and returns:
\begin{align}
\rho&=R+(1-R)^2\rho_p\left(1+R\rho_p+R^2\rho_p^2+\dots\right)
=R+\frac{(1-R)^2\rho_p}{1-R\rho_p}\nonumber\\
&=0.3009+\frac{0.6991^2\times0.10}{1-0.0301}=0.3513 .
\end{align}
The floor's own emission, $(1-\rho_p)Q_b$, enters the silicon with the factor $(1-R)/(1-R\rho_p)$ after the same bounces. The product agrees with what the balance assumed:
\begin{equation}
1-\rho=\frac{(1-R)(1-R\rho_p)-(1-R)^2\rho_p}{1-R\rho_p}
=\frac{(1-R)(1-\rho_p)}{1-R\rho_p}.
\end{equation}

\section{The transparent and the opaque limit}

For small optical depth, $1-\tau\approx\alpha d$, and to first order
\begin{equation}
w_{\rm si}\approx\frac{(1-R)(1+\rho)}{1-R\rho}\,\alpha d .
\end{equation}
The silicon's share vanishes with its absorption, whatever its temperature. Over the gap,
\[
w_{\rm si}\approx\frac{0.6991\times1.3513}{0.8943}\times2.27\times10^{-4}=2.40\times10^{-4},
\]
while the floor has $w_b=0.5070$ and the surroundings $w_{\rm env}=0.4928$. Over the metal the weights are $4.33\times10^{-4}$ for silicon, 0.0489 for the metal and 0.9506 for the surroundings.

For large optical depth, $\tau\to0$, and equation~(\ref{w}) gives $w_{\rm si}\to1-R$ and $w_b\to0$. Nothing from behind arrives, and the emissivity is $1-R=0.6991$. This is the case in which the belief holds.

\section{What the camera reports}

The camera is told an emissivity $\varepsilon$ and the temperature of the surroundings. It assumes an opaque target, $S=\varepsilon Q(T_{\rm read})+(1-\varepsilon)Q_e$, and solves
\begin{equation}
Q(T_{\rm read})=\frac{S-(1-\varepsilon)Q_e}{\varepsilon}.
\label{read}
\end{equation}

Let the die be at 100~$^\circ$C, the floor at 60~$^\circ$C and the surroundings at 25~$^\circ$C. In units of $10^{19}$ photons/(s~m$^2$~sr), the black-body values are $Q_s=35.480$, $Q_b=12.295$ for the floor, and $Q_e=3.913$. The pixel over the gap receives
\begin{align}
S&=2.40\times10^{-4}\times35.480+0.5070\times12.295+0.4928\times3.913\nonumber\\
&=0.009+6.233+1.928=8.170 .
\end{align}
The hottest object in view, the die, supplies about one thousandth of the signal. With the emissivity of opaque silicon,
\begin{equation}
Q(T_{\rm read})=\frac{8.170-0.3009\times3.913}{0.6991}=10.00
\quad\Rightarrow\quad T_{\rm read}=53.1~^\circ{\rm C}.
\end{equation}
This lies below even the floor temperature, because the true weight of the floor, 0.507, is smaller than the emissivity that was set.

Over the metal, silicon and metal are both at 100~$^\circ$C, and $S=5.471$. The same setting gives 37.9~$^\circ$C. The image thus shows a difference of 15~K between two parts of a die that has one temperature. The pattern is a map of what lies beneath.

\section{Why calibrating the emissivity is not enough}

A reasonable defence is to measure the emissivity pixel by pixel. The whole assembly, die and package, is brought to one known temperature, here 80~$^\circ$C, with the surroundings still at 25~$^\circ$C. Since $Q_s=Q_b$ in that state, equation~(\ref{signal}) gives
\begin{equation}
\varepsilon=w_{\rm si}+w_b ,
\end{equation}
which is 0.5072 over the gap and 0.0494 over the metal. In use, $1-\varepsilon=w_{\rm env}$, so the surroundings cancel in equation~(\ref{read}):
\begin{equation}
Q(T_{\rm read})=\frac{w_{\rm si}Q_s+w_bQ_b}{w_{\rm si}+w_b}.
\label{mean}
\end{equation}
The reading is a weighted mean, in terms of $Q$, of the silicon and what is behind it.

Over the metal both temperatures are equal, and the reading is 100.00~$^\circ$C. Calibration has cured this pixel, at a price. An error $\Delta Q_e$ in the assumed surroundings enters the inferred $Q$ multiplied by $(1-\varepsilon)/\varepsilon=0.9506/0.0494\approx19$. If the surroundings are 1~K warmer than assumed, the reading is wrong by 3.2~K. The cure also requires that the emissivity be the same in calibration and in use. If the emissivity of the metal grew in proportion to its absolute temperature between 80 and 100~$^\circ$C, the reading would be about 2~K too high.

Over the gap the result is
\begin{equation}
Q(T_{\rm read})=\frac{8.170-0.4928\times3.913}{0.5072}=12.31
\quad\Rightarrow\quad T_{\rm read}=60.03~^\circ{\rm C}.
\end{equation}
The calibrated camera measures the package floor accurately and misses the die by 40~K. Heating the die by a further 20~K, with the floor held at 60~$^\circ$C, changes the reading by 0.027~K. Heating the floor by 20~K, with the die held at 100~$^\circ$C, changes it by 19.98~K.

These two numbers show why no choice of $\varepsilon$ can help. One could pick a value that makes the display show 100~$^\circ$C, but the display would still follow the floor. The emissivity rescales a signal; it cannot supply information about the die that the signal hardly contains.

\section{How opaque is opaque enough}

The deciding quantity is the optical depth. The table keeps the temperatures and the setting $\varepsilon=1-R$ fixed and varies $\alpha d$.

\begin{center}
\begin{tabular}{cccc}
$\alpha d$ & $w_{\rm si}$, gap & gap ($^\circ$C) & metal ($^\circ$C)\\
\hline
0.01 & 0.0105 & 54.4 & 41.6\\
0.10 & 0.0960 & 63.5 & 62.1\\
1.00 & 0.5063 & 91.4 & 96.4\\
3.00 & 0.6761 & 99.1 & 99.9\\
5.00 & 0.6960 & 99.9 & 100.0
\end{tabular}
\end{center}

At $\alpha d=1$ the gap pixel is still almost 9~K low, mostly because part of its signal comes from the cooler floor. A smaller part of the deficit arises because some light from the surroundings still crosses the silicon, is reflected behind it and returns; over the metal this is the only cause of the low reading. At $\alpha d=3$ the error is about 1~K, and at 5 it is about 0.1~K. The heavily doped die, with $\alpha d=18.2$, reads 100.00~$^\circ$C.

Thickness matters too, since the optical depth is proportional to it. If that heavily doped die were thinned from 500 to 50~$\mu$m, its optical depth would fall to 1.8, between the rows for 1 and 3, and it would no longer be safely opaque.

\section{The model beside a real die}

The example resembles a sensor die held at its rim above a ceramic package floor. Its thickness and doping are round values, roughly typical of such parts. The reflectances, and the opacity of the floor, are assumptions, since package materials differ widely. A more reflective floor sends a weaker signal. With a floor reflectance of 0.95 the calibrated gap reading still stays below 61~$^\circ$C if the die has only its light, uniform doping and absorbs as equation~(\ref{alpha}) gives; with ten times that absorption it would be about 65 to 66~$^\circ$C. With the thin doped layer discussed below it would rise to about 89~$^\circ$C, so the large error of the example does not carry over to a circuit die above a very reflective floor. Real dies depart from the model in several ways, and the calibrated gap reading of 60.03~$^\circ$C shows how much some of them matter. For each changed absorption below, the emissivity is reset to its correct value.

The Drude formula is a simple estimate, and real silicon may absorb more. With ten times the absorption the reading is 60.30~$^\circ$C. The largest shift among the effects sized here comes from doped layers, which circuits contain. A layer 1~$\mu$m thick with $10^{19}$~cm$^{-3}$ adds an optical depth of 0.036 at 4~$\mu$m. With this one value used for the whole band, the reading rises to 64.3~$^\circ$C; including the growth of absorption with wavelength brings it to about 65~$^\circ$C, still some 35~K below the die for the floor reflectance of 0.10. Carriers excited across the gap number roughly $1.4\times10^{12}$~cm$^{-3}$ at 100~$^\circ$C, far fewer than the dopants. Heavy doping also lowers the index, so that $R$ becomes 0.2919; with the setting kept at 0.6991, the heavily doped die then reads 0.5~K high. Oxide films and rough faces would change the weights too, and are not sized here. The surroundings may also be colder than assumed: many cameras for this band have a cooled detector, and a polished die viewed along the normal can reflect its cold image. If one tenth of the reflected surroundings were at 77~K, the uncalibrated readings would fall from 53.1 to 52.2~$^\circ$C over the gap and from 37.9 to 35.2~$^\circ$C over the metal.

The die is also not perfectly uniform. Suppose 0.5~W is released evenly over a 5~mm square, treated as a disc of equal area and radius $a$ that is cooled at its rim. The heat $Pr^2/a^2$ released within radius $r$ crosses the area $2\pi rd$, so with conductivity $\kappa=110$~W/(m~K)
\begin{equation}
\Delta T=\int_0^a\frac{Pr^2/a^2}{2\pi rd\,\kappa}\,dr=\frac{P}{4\pi\kappa d}=0.72~{\rm K}.
\end{equation}
The drop through the thickness is below 0.1~K. Neither comes near the 40~K error. This estimate leaves out heat conducted through the air gap, which is about 0.1~W for a gap of 0.3~mm. Below about 0.06~mm the air alone would carry more than the 0.5~W released, and the die could not stay 40~K above the floor. The example therefore needs a wider gap.

\section{Measuring the die after all}

The remedy is to make the surface opaque. A black coating that absorbs throughout the band blocks the radiation from below and emits at its own temperature, with an emissivity that can be measured once. The coating must also be close to the die's temperature. For a 20~$\mu$m layer of conductivity 0.2~W/(m~K), losing heat to the surroundings at 15~W/(m$^2$~K), the drop across it is
\begin{equation}
15\times75\times\frac{20\times10^{-6}}{0.2}\approx0.11~{\rm K}.
\end{equation}
A small die may lose heat somewhat faster per area, and the drop grows in proportion.

Where a coating is not allowed, equation~(\ref{mean}) states what calibration can achieve: the reading is right if the surroundings are known, the weights are the same as during calibration, and the silicon and everything seen through it share one temperature. It is also nearly right if the die itself absorbs strongly. For a nearly transparent die above a package at another temperature, a thermometer that does not rely on this radiation can be used instead, such as a calibrated diode on the die. A simple trial can reveal the problem: change the package temperature while the die is held steady. If the reading follows the package, the camera is looking through the chip. A steady reading does not prove the opposite, because buried metal hides the package and the reading there can still be wrong if the emissivity is. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Band 3-5 um; alpha taken at 4 um
Die thickness 500 um; index 3.43; mass 0.26 m_e
Die 100 C, floor 60 C, surroundings 25 C
Reflectance: metal 0.95, floor 0.10
Light doping 1e+15 cm^-3, mobility 800 cm2/Vs
Heavy doping 1e+19 cm^-3, mobility 100 cm2/Vs
Largest photon energy 0.413 eV; silicon gap 1.10 eV
alpha, light doping: 0.00454 cm^-1
alpha, heavy doping: 363 cm^-1
alpha*d: light 2.27e-04, heavy 18.2
Face reflectance R 0.3009; opaque emissivity 1-R 0.6991
Reflectance behind die, gap and floor: 0.3513
Q(surroundings) = 3.9128e+19 photons/(s m2 sr)
Q(floor) = 1.2295e+20 photons/(s m2 sr)
Q(die) = 3.5480e+20 photons/(s m2 sr)
Gap weights si, floor, env: 2.40e-04 0.5070 0.4928
Metal weights si, metal, env: 4.33e-04 0.0489 0.9506
Signal, gap pixel: 8.1700e+19 photons/(s m2 sr)
Signal, metal pixel: 5.4710e+19 photons/(s m2 sr)
Reading, gap pixel, emissivity 1-R: 53.1 C
Reading, metal pixel, emissivity 1-R: 37.9 C
Reading, heavily doped die, emissivity 1-R: 100.00 C
Calibration at 80 C: emissivity gap 0.5072, metal 0.0494
Calibrated reading, gap pixel: 60.03 C
Calibrated reading, metal pixel: 100.00 C
Gap reading change, die 20 K hotter: 0.027 K
Gap reading change, floor 20 K hotter: 19.98 K
alpha*d | w_si over gap | gap reading C | metal reading C (emis. 1-R)
 0.01 | 0.0105 | 54.4 | 41.6
 0.10 | 0.0960 | 63.5 | 62.1
 1.00 | 0.5063 | 91.4 | 96.4
 3.00 | 0.6761 | 99.1 | 99.9
 5.00 | 0.6960 | 99.9 | 100.0
Neglected effects:
Calibrated gap reading, alpha x10: 60.30 C
1 um heavily doped layer: optical depth 0.0363
Calibrated gap reading with that layer: 64.3 C
Gap reading, black floor, emissivity 1-R: 54.3 C
Shift from full spectral sum: 0.0072 K
Fringe spacing at 4 um: 4.66 nm
Intrinsic carriers at 100 C (rough): 1.4e+12 cm^-3
R at heavy doping 0.2919; reading shift 0.48 K
Calibrated metal pixel, surroundings 1 K warmer: 3.19 K
Die power 0.5 W, side 5 mm, conductivity 110 W/(m K)
Centre-to-rim difference 0.72 K; through die < 0.09 K
Coating 20 um, 0.2 W/(m K), loss 15 W/(m2 K)
Temperature drop across coating: 0.11 K
\end{verbatim}
